# Mean resistance of an interconnect line with fluctuating width

## Problem

A metal interconnect has length $L=1000$ nm and thickness $h=20$ nm, both fixed. Its width $w(x)$ varies along the line because the edges are rough. The mean width is $w_0=10$ nm and the standard deviation is 1 nm. At the mean width the resistivity is $\rho_0=10$ µΩ cm. These are round model parameters and stand for no particular metal.

By what fraction does the mean resistance differ from that of a perfectly uniform line of width $w_0$, if the resistance per unit length of a short slice scales

- (a) as $1/w$,
- (b) as $1/w^2$?

Case (a) describes a resistivity that does not depend on width. Case (b) describes a resistivity that itself grows as $1/w$, the limiting model in which all scattering is tied to the width. Both cases are limits. A line of this size with surface scattering lies between them, as discussed below.

"Mean" denotes an average over many lines made in the same way, with the same width distribution at every position $x$. Angle brackets denote this average. The width is assumed to vary slowly along the line, to stay well above zero, and to be distributed without strong skewness or heavy tails. What each of these conditions does will become clear below.

## Setting up the average

If the width changes slowly and the centre line is straight, the current crosses each slice almost uniformly, and the slices add in series. A slice of length $dx$ has cross-section $wh$ and contributes

$$dR=\frac{\rho(w)\,dx}{w\,h}.$$

In case (a) $\rho=\rho_0$, and in case (b) $\rho=\rho_0w_0/w$. Both are covered by

$$dR=\frac{\rho_0}{w_0h}\left(\frac{w_0}{w}\right)^n dx,$$

with $n=1$ for (a) and $n=2$ for (b). Define the relative width deviation $u$ by $w=w_0(1+u)$. Then

$$\langle u\rangle=0,\qquad \langle u^2\rangle=s^2,\qquad s=\frac{1\ \text{nm}}{10\ \text{nm}}=0.1 .$$

The uniform line has $u=0$ everywhere and resistance $R_0=\rho_0L/(w_0h)$. Since 10 µΩ cm equals 100 Ω nm,

$$R_0=\frac{100\times1000}{10\times20}\ \Omega=500\ \Omega .$$

The rough line has

$$\frac{R}{R_0}=\frac1L\int_0^L\frac{dx}{[1+u(x)]^n}.$$

Averaging is linear, so it may be carried out under the integral. The averaged integrand is the same at every $x$, and the integral over $x$ then gives a factor $L$:

$$\frac{\langle R\rangle}{R_0}=\left\langle\frac{1}{(1+u)^n}\right\rangle. \tag{1}$$

The way in which widths at different positions are correlated has dropped out of the mean.

## A tempting solution

The fluctuation is only a tenth of the width, so it seems enough to expand to first order:

$$\frac{1}{(1+u)^n}\approx1-nu .$$

Averaging gives

$$\frac{\langle R\rangle}{R_0}\approx1-n\langle u\rangle=1 .$$

The narrow places raise the resistance, the wide places lower it, and the two effects cancel. On this argument the mean resistance is 500 Ω in both cases, and roughness has no effect on it.

## Where it fails

The first-order expansion is a fair description of a single slice. The error lies in using it for an average in which the first-order term vanishes. The first term that can survive is of second order, and that term has been thrown away. The calculation shows that there is no change proportional to $s$. It says nothing about a change proportional to $s^2$.

The cancellation can be examined in the simplest rough line, in which half the length has $u=-s$ and half has $u=+s$. For $n=1$,

$$\frac12\left(\frac1{1-s}+\frac1{1+s}\right)=\frac12\,\frac{(1+s)+(1-s)}{(1-s)(1+s)}=\frac1{1-s^2}>1 .$$

The narrow half adds $s/(1-s)$ to its relative resistance, while the wide half removes only $s/(1+s)$. The loss exceeds the gain because $1/w$ is a convex function: it steepens towards small widths. The rough line contains as much metal as the uniform one, but distributes it less well.

## The right solution

**Expansion with its remainder.** To see how large the neglected terms can be, use identities instead of a cut-off series. For $n=1$, multiplication gives

$$(1+u)(1-u+u^2-u^3)=1-u^4,$$

because all intermediate powers cancel in pairs. Dividing by $1+u$ and moving the last term across,

$$\frac1{1+u}=1-u+u^2-u^3+\frac{u^4}{1+u}. \tag{2}$$

For $n=2$, consider the product $(1+2u+u^2)(1-2u+3u^2-4u^3)$. Its coefficients are

- $u$: $-2+2=0$,
- $u^2$: $3-4+1=0$,
- $u^3$: $-4+6-2=0$,
- $u^4$: $-8+3=-5$,
- $u^5$: $-4$.

The product is therefore $1-5u^4-4u^5$, and division by $(1+u)^2$ gives

$$\frac1{(1+u)^2}=1-2u+3u^2-4u^3+\frac{u^4(5+4u)}{(1+u)^2}. \tag{3}$$

**Averaging.** Write $m_3=\langle u^3\rangle$ and $m_4=\langle u^4\rangle$, and let $\epsilon_n=\langle R\rangle/R_0-1$ be the relative rise. With $\langle u\rangle=0$, equations (1) to (3) yield

$$\epsilon_1=s^2-m_3+r_1,\qquad \epsilon_2=3s^2-4m_3+r_2, \tag{4}$$

where $r_1$ and $r_2$ are the averages of the last terms in (2) and (3).

**Size of the remainders.** Suppose the width never falls below $w_0(1-d)$, with $d<1$, so that $u\ge-d$. The factor $1/(1+u)$ is positive and decreases with $u$. The factor in (3) is also positive for $u>-1$, and its derivative is

$$\frac{d}{du}\,\frac{5+4u}{(1+u)^2}=\frac{4(1+u)-2(5+4u)}{(1+u)^3}=-\frac{6+4u}{(1+u)^3}<0 .$$

Both factors are thus largest at $u=-d$, and

$$0<r_1\le\frac{m_4}{1-d},\qquad 0<r_2\le\frac{m_4(5-4d)}{(1-d)^2}. \tag{5}$$

For a symmetric distribution $m_3=0$. If the distribution has no heavy tails, so that $m_4$ is only a few times $s^4$, then to leading order

$$\epsilon_1\approx s^2=1\,\%,\qquad \epsilon_2\approx3s^2=3\,\% . \tag{6}$$

The mean resistance is about 505 Ω in case (a) and 515 Ω in case (b), instead of 500 Ω.

## Why three and not two

Doubling the exponent triples the rise. To see why, write case (b) as a product of two factors, each equal to $v=1/(1+u)$: one is the relative resistivity, the other the relative inverse cross-section. For any quantity,

$$\langle v^2\rangle=\langle v\rangle^2+\left(\langle v^2\rangle-\langle v\rangle^2\right).$$

To second order $\langle v\rangle=1+s^2$, so the first term is $1+2s^2$. The bracket is the variance of $v$. Since $v\approx1-u$, it is $s^2$ to this order. Two parts of the rise come from the increased means of the two factors. The third arises because they are large in the same places: a narrow slice has both less metal and a higher resistivity.

A line may also lie between the two cases. Let a fraction $f$ of the resistivity at $w_0$ scale as $1/w$ while the rest is constant:

$$\rho(w)=\rho_0\left[(1-f)+f\,\frac{w_0}{w}\right].$$

The resistance is then a sum of the two cases with weights $1-f$ and $f$, and for symmetric widths the leading rise is

$$(1-f)s^2+3fs^2=(1+2f)s^2 .$$

It runs from one to three percent as $f$ goes from 0 to 1. Neither end is reached by surface scattering in the line considered here. For fully diffuse scattering at all four walls of a 10 nm by 20 nm cross-section, the sensitivity $-d\ln\rho/d\ln w$, which plays the role of $f$, is about 0.2 for a bulk mean free path of 6.6 nm and 0.45 for 39 nm. It tends to about 0.58 for a very long mean free path, because the top and bottom surfaces scatter as well and $h$ is fixed. The corresponding rises are about 1.5 %, 1.9 % and 2.2 %.

## How much the shape of the distribution matters

Mean and standard deviation fix the leading terms in (6), but not the complete average. Numerical averaging of (1) for three symmetric distributions, all with mean 10 nm and standard deviation 1 nm, gives these rises:

| Width distribution | Minimum width | $n=1$ | $n=2$ |
|---|---|---|---|
| sinusoidal | 8.59 nm | 1.015 % | 3.077 % |
| uniform | 8.27 nm | 1.018 % | 3.093 % |
| cut Gaussian | 6.00 nm | 1.031 % | 3.161 % |

The sinusoidal width is $w_0(1+\sqrt2\,s\cos kx)$, sampled evenly over a period. The cut Gaussian ends four of its original standard deviations from the mean and is rescaled to a standard deviation of 1 nm. It has $m_4=2.99\times10^{-4}$ and $d=0.400$, so (5) gives

$$r_1\le\frac{2.99\times10^{-4}}{0.600}\approx0.050\,\%,\qquad r_2\le\frac{2.99\times10^{-4}\times3.40}{0.600^2}\approx0.282\,\% .$$

The actual remainders, 0.031 % and 0.161 %, lie within these bounds.

**A case in closed form.** Let the width be lognormal,

$$w=w_0\,e^{\beta z-\beta^2/2},$$

with $z$ a Gaussian variable of zero mean and unit variance. From $\langle e^{az}\rangle=e^{a^2/2}$ it follows that $\langle w\rangle=w_0$ and $\langle w^2\rangle=w_0^2e^{2\beta^2-\beta^2}=w_0^2e^{\beta^2}$. The second result must equal $w_0^2(1+s^2)$, so $e^{\beta^2}=1+s^2$. Then

$$\left\langle\left(\frac{w_0}{w}\right)^n\right\rangle=e^{n\beta^2/2}\,e^{n^2\beta^2/2}=(1+s^2)^{n(n+1)/2}. \tag{7}$$

The rises are $s^2=1.000\,\%$ for $n=1$ and $(1+s^2)^3-1=3.030\,\%$ for $n=2$, or mean resistances of 505.00 Ω and 515.15 Ω. A lognormal width comes arbitrarily close to zero, so no $d<1$ exists and (5) does not apply. The average is nevertheless finite, because the probability of small widths vanishes fast enough.

**Rare necks.** Strong skewness changes the answer. Let a tenth of the length have $u=-3s$, a width of 7 nm, and the rest $u=+s/3$. The mean deviation is $-0.3s+0.3s=0$ and the variance is $0.9s^2+0.1s^2=s^2$, as before. But now $m_3=-2.67\times10^{-3}$, and the first two terms of (4) become

$$s^2-m_3=1.27\,\%,\qquad 3s^2-4m_3=4.07\,\% .$$

With the remainders included, the rises are 1.38 % and 4.70 %. Reversing the signs of $u$ gives rare wide spots, and the rises fall to 0.80 % and 2.23 %. All these lines share the same mean and standard deviation, so "one and three percent" presupposes that $|m_3|$ is small compared with $s^2$. It also presupposes that $m_4$ is small compared with $s^2$. A symmetric line with $u=\pm0.4$ on one sixteenth of its length and $u=0$ elsewhere has $m_3=0$ and the same variance, but $m_4=16s^4$, and its rises are 1.19 % and 4.02 %.

**The uncut Gaussian.** A Gaussian with the given mean and standard deviation has a probability density of $7.7\times10^{-23}$ per nm at zero width. This is tiny but not zero. Near $w=0$ the density is nearly constant, and the average of $1/w$ contains

$$p(0)\int_\delta\frac{dw}{w},$$

which grows without limit as $-p(0)\ln\delta$ when $\delta\to0$. The average of $1/w^2$ diverges faster, as $p(0)/\delta$. A Gaussian also assigns some probability to negative widths, which have no meaning. It has to be cut off at a positive width before (1) is used.

## The mean and the individual line

The first-order term that vanished from the mean has not vanished from a single line. To first order,

$$\frac{R}{R_0}-1\approx-\frac nL\int_0^Lu(x)\,dx .$$

Suppose the correlation of widths decays as $\langle u(x)u(x')\rangle=s^2e^{-|x-x'|/\xi}$, with correlation length $\xi\ll L$. Squaring and averaging gives a double integral over $x$ and $x'$. For $x$ away from the ends, the integral over $x'$ is $2\xi$, so the variance is $n^2s^2\,(2\xi L)/L^2$. The standard deviation of resistance between lines is therefore

$$\Delta R\approx nsR_0\sqrt{\frac{2\xi}{L}} . \tag{8}$$

For $\xi=20$ nm and $n=1$ this is $0.1\times500\ \Omega\times\sqrt{0.04}=10\ \Omega$, twice the 5 Ω rise of the mean.

A simulation of 20 000 lines shows both effects. Each line was built from 5 nm slices in series, with lognormal widths whose logarithm has an exponentially decaying correlation. The uncertainties are standard errors of the mean. Since addition in series is built in, the simulation tests the averaging and not the slice picture itself. The exponential correlation is chosen for its simple statistics. Taken literally down to the smallest distances, it describes jagged edges without a finite mean square slope, so a real line to which the slice picture applies must be smoother at short range.

| $\xi$ | $n$ | Mean resistance | Spread between lines |
|---|---|---|---|
| 20 nm | 1 | 505.02 ± 0.07 Ω | 10.0 Ω |
| 20 nm | 2 | 515.21 ± 0.14 Ω | 20.5 Ω |
| 200 nm | 1 | 505.15 ± 0.20 Ω | 28.4 Ω |
| 200 nm | 2 | 515.43 ± 0.41 Ω | 58.2 Ω |

The means agree with (7) within one standard error for both correlation lengths. The spread grows strongly with $\xi$, because a long correlation length leaves fewer independent sections to average over. One measured line can thus easily have less than 500 Ω. The rise is a property of the average over many lines, or of one line so long that the spread (8) is small compared with the rise. For $n=1$ this means $s\sqrt{2\xi/L}\ll s^2$, or $L\gg2\xi/s^2=200\,\xi$, which is 4000 nm for $\xi=20$ nm.

## When slices may be added

The remaining assumptions are a slowly varying width and a straight centre line. If the centre wanders sideways, the current path becomes longer even at constant width, and the slice picture leaves this out. With a straight centre line, the cost of the varying width can be bounded. Take edges at $y=\pm w(x)/2$, which mirror each other, with a resistivity that depends on $x$ alone and obeys Ohm's law locally. In case (b) this is itself an idealization: where scattering tied to the width dominates, electrons travel about a width or more between collisions, and the resistivity can follow $w(x)$ only if the width changes little over that distance. The bounds below concern the spreading of the current and do not include this effect. Let a total current $I$ flow, with current density $\mathbf j$. The dissipated power is $I^2R=h\int\rho\,|\mathbf j|^2\,dx\,dy$.

**Lower bound.** Drop the transverse component $j_y$. In each cross-section $\int j_x\,dy=I/h$, and the Cauchy–Schwarz inequality gives $\int j_x^2\,dy\ge(I/h)^2/w$. Hence

$$R\ge\frac1h\int\frac{\rho}{w}\,dx ,$$

which is the slice result. Current crowding can only add to it.

**Upper bound.** Among all divergence-free flows that carry $I$ and do not cross the edges, the true one dissipates least. To see this, add to it a flow $\delta\mathbf j$ without net current. The cross term in the power is proportional to $\int\rho\,\mathbf j\cdot\delta\mathbf j=-\int\nabla\phi\cdot\delta\mathbf j$, with $\phi$ the potential. It vanishes on integration by parts if the two ends are equipotentials, and what remains is positive. Any trial flow therefore gives an upper bound. Take

$$j_x=\frac Ih\,\frac1w,\qquad j_y=\frac Ih\,\frac{y\,w'}{w^2},\qquad w'=\frac{dw}{dx}.$$

Its divergence is zero, since $\partial_x(1/w)=-w'/w^2$, and at the edges $j_y/j_x=\pm w'/2$, the slope of the edge. With $\int y^2dy=w^3/12$ across the line,

$$R\le\frac1h\int\frac\rho w\left(1+\frac{w'^2}{12}\right)dx . \tag{9}$$

For sinusoidal width of period $\lambda$, $\langle w'^2\rangle=(2\pi sw_0/\lambda)^2$. To leading order the bound exceeds the slice result by

$$\frac{\langle w'^2\rangle}{12}=s^2\,\frac{\pi^2w_0^2}{3\lambda^2}$$

relative to $R_0$. This is small compared with $s^2$ when $\lambda\gg w_0$.

The two-dimensional flow was also computed by minimizing the dissipated power over a set of smooth trial flows. The rises are:

| $\lambda$ | $n$ | Slices | Two-dimensional flow | Bound (9) |
|---|---|---|---|---|
| 100 nm | 1 | 1.015 % | 1.048 % | 1.048 % |
| 100 nm | 2 | 3.077 % | 3.110 % | 3.110 % |
| 20 nm | 1 | 1.015 % | 1.73 % | 1.84 % |
| 20 nm | 2 | 3.077 % | 3.79 % | 3.91 % |

For these mirrored edges, the slice picture is sound at a period of 100 nm, ten times the width. At 20 nm the current must spread and contract within a distance comparable to the width, and this adds about 0.7 % of $R_0$ in both cases. The one percent of case (a) is then no longer a good estimate, even though the mean width and its standard deviation are unchanged. Edges that do not mirror each other cost more. With one straight edge and the same $w(x)$, the centre line wanders, and the rise for $n=1$ is about 1.14 % at a period of 100 nm and about 3.1 % at 20 nm.
